# Inverse-depth decay of potential fluctuations beneath a white-noise barrier map, part 2

The barrier at a metal-semiconductor interface varies laterally, and the question is how fast this variation fades with depth. The metal fills $z<0$, the semiconductor $z>0$, and $\mathbf r=(x,y)$ is the lateral position. $V$ is the fluctuation of the band edge about its lateral mean, in eV, and $\sigma$ its standard deviation; brackets average over many statistically equal interfaces. The donor density is $N$, the permittivity $\varepsilon$, the elementary charge $q$, and the band edge $E$, in eV, obeys $\nabla^2E=(q/\varepsilon)N$. In $kT$, $k$ is Boltzmann's constant; elsewhere it is the lateral wavenumber.

The interface map has integrated covariance $S$, in eV² nm². In a charge-free half-space each mode decays as $e^{-kz}$, and white noise gives "the law",

$$\sigma^2(z)=\frac{S}{2\pi}\,\frac1{4z^2}=\frac{S}{8\pi z^2},\qquad
\boxed{\sigma(z)=\sqrt{\frac{S}{8\pi}}\;\frac1z},$$

where the middle factor $1/4z^2$ is $\int_0^\infty k\,e^{-2kz}dk$. The lateral covariance at depth $z$ is $C_z(r)=\sigma^2(1+r^2/4z^2)^{-3/2}$, with lateral integral $S$.

Independent square patches of side $a$ and standard deviation $s$ have $S=s^2a^2$; their variance is the law's times $1-a^2/(8z^2)+\dots$. At shallow depth the "patch sum" replaces this series: $s^2\sum(\Omega/2\pi)^2$, averaged over the point's position within a patch, where $\Omega$ is the solid angle a patch subtends. For unequal patches of area $A$, with values independent of area,

$$S=s^2\,\frac{\langle A^2\rangle}{\langle A\rangle},$$

so an exponential distribution of areas raises $\sigma$ by $\sqrt2$ at fixed mean area.

The depletion layer has width $W$ and band bending $E_b$; its mean band edge, measured from the bulk value, is $E_b(1-z/W)^2$. To first order its edge acts on $V$ as a grounded plane, which multiplies the white-noise variance by

$$R=1-4\zeta(3)\,\eta^3+6\zeta(3)\,\eta^4+O(\eta^5),\qquad \eta=z/W.$$

The "edge coefficient" in the final list is $(1-R)/\eta^3$. That list also repeats earlier checks: a lattice test of the law, the patch coefficient (limit $1/8$), and a compensated map with $S=0$, for which $\sigma\propto z^{-2}$ at large depth.

### One window instead of many interfaces

A calculation usually has one map in a window of side $L$. Define $M=L^{-2}\int V^2d^2r$, so that $\langle M\rangle=\sigma^2$. For a Gaussian map, the fourth moment splits into pairs:

$$\langle V^2(\mathbf r)V^2(\mathbf r')\rangle-\sigma^4=2C_z^2(\mathbf r-\mathbf r').$$

If $L\gg z$, one of the two area integrals gives $L^2$, and with $t=r^2/4z^2$,

$$\operatorname{var}M\simeq\frac2{L^2}\int C_z^2\,d^2r
=\frac{2\sigma^4}{L^2}\,4\pi z^2\int_0^\infty\frac{dt}{(1+t)^3}
=\frac{4\pi z^2\sigma^4}{L^2}.$$

The relative spread of the variance is therefore $2\sqrt\pi\,z/L$. Since a small relative change of $\sigma$ is half that of $\sigma^2$, the spread of $\sigma$ is $\sqrt\pi\,z/L$.

In 600 periodic maps of side 128 cells, at a depth of 4 cells, the relative spread of the variance was 0.103, against 0.111 from the formula. A spread estimated from 600 nearly Gaussian values has a relative standard error of about $1/\sqrt{1200}$, or 3 %. The shortfall of 7 % is thus between two and three standard errors; it lies within the test's tolerance of 12 %, but this is a coarse confirmation.

Subtracting the window's own mean also introduces a bias. For $L\gg z$ the variance of that mean is $L^{-2}\int C_z\,d^2r=S/L^2$, so the expected variance falls by the fraction $8\pi z^2/L^2$. This estimate suits a periodic map. In a window cut from a larger map the reduction is smaller, because part of the slow $r^{-3}$ tail of $C_z$ lies outside the window.

### Discrete dopants

Real donors are points. Their random positions make a potential that grows with depth near the metal, and it eventually hides the signal of the interface. Let the donors be independent and uniformly distributed with density $N$ between grounded planes at $0$ and $W$. One donor changes the band edge by $-(q/\varepsilon)G$, where $-\nabla^2G=\delta$ and $G=0$ on both planes. A small volume $dv$ holds a donor with probability $N\,dv$ and contributes variance $N\,dv\,(q/\varepsilon)^2G^2$. Separate volumes are independent, so

$$\sigma_d^2=\left(\frac q\varepsilon\right)^2N\int G^2(\mathbf r,z;\mathbf r',z')\,d^2r'\,dz'.$$

With $p_n=n\pi/W$, the lateral Fourier transform of $G$ is

$$\tilde G=\frac2W\sum_{n\ge1}\frac{\sin p_nz\,\sin p_nz'}{k^2+p_n^2}.$$

The integral over $z'$ uses $\int_0^W\sin p_nz'\sin p_mz'\,dz'=(W/2)\delta_{nm}$, and Parseval's theorem handles the lateral integral:

$$\int G^2\,d^2r'dz'=\frac2W\sum_n\sin^2(p_nz)\int\frac{d^2k}{(2\pi)^2}\frac1{(k^2+p_n^2)^2}.$$

With $y=k^2$, the last integral is $(4\pi)^{-1}\int_0^\infty dy/(y+p_n^2)^2=1/(4\pi p_n^2)$. What remains,

$$\frac1{4\pi}\,\frac2W\sum_n\frac{\sin^2p_nz}{p_n^2},$$

is $1/4\pi$ times the one-dimensional Green function of $-d^2/dz^2$ at coincident points. That function is $z_<(W-z_>)/W$, where $z_<$ and $z_>$ are the smaller and larger coordinate: it vanishes at both ends and its slope drops by one at the source. Hence

$$\sigma_d^2(z)=\left(\frac q\varepsilon\right)^2\frac{N\,z}{4\pi}\left(1-\frac zW\right).$$

Direct quadrature with hyperbolic mode functions agreed with this $\sigma_d$ to within 0.1 % at $z/W=0.2$ and $0.5$. The zero at $z=W$ belongs to the grounded plane and not to a real depletion edge. In neutral material with linear screening length $\ell$, $G=e^{-R/\ell}/(4\pi R)$ at distance $R$ from a donor gives $\sigma_d^2=(q/\varepsilon)^2N\ell/(8\pi)$, so the formula should be used only well before the edge.

If donors and interface map are independent, their variances add. Well before the depletion edge, where the half-space law holds for the map, they are equal when

$$z^3\left(1-\frac zW\right)=\frac{S}{2(q/\varepsilon)^2N}.$$

For $z\ll W$ and fixed $S$, this depth scales as $N^{-1/3}$. At this depth the total width is already $\sqrt2$ times the law. The law describes the total only well above the patch size and well short of this depth, which requires the two to be widely separated.

The dopant width is a second moment and need not be the width of a Gaussian. Near a donor $G\simeq1/(4\pi R)$, so donors within a distance $R_0\ll z$ contribute $(q/\varepsilon)^2NR_0/(4\pi)$. For $z\ll W$ that is a fraction $R_0/z$ of the total variance, carried by rare close encounters.

### A silicide contact on lightly doped silicon

Take a polycrystalline silicide on n-type silicon at 300 K and zero bias. The rough model parameters are a mean barrier of 0.65 eV, $s=0.08$ eV, $a=20$ nm, $N=10^{15}$ cm⁻³ and relative permittivity 11.7. Then

$$S=(0.08\times20)^2=2.56\ \text{eV}^2\,\text{nm}^2,\qquad
\sigma(z)=\frac{0.319\ \text{eV nm}}z.$$

The band bending is 0.385 eV and the depletion width 706 nm. The standard deviations, in meV, are:

| Depth (nm) | Law | Patches | Dopants |
|---:|---:|---:|---:|
| 10 | 31.9 | 26.6 | 1.4 |
| 20 | 16.0 | 15.1 | 1.9 |
| 40 | 8.0 | 7.9 | 2.7 |
| 80 | 4.0 | 4.0 | 3.7 |
| 160 | 2.0 | 2.0 | 4.9 |

At 40 nm, two patch sides deep, the law gives 7.98 meV and the patch sum 7.86 meV, a difference of 1.5 %. Adding the dopant variance gives $\sqrt{7.86^2+2.68^2}=8.3$ meV. The two sources are equal at 85 nm. At 160 nm their sum is $\sqrt{1.99^2+4.85^2}=5.2$ meV, more than twice the law. The total width stays within 5 % of the law only from about 20 to 40 nm, where the patch deficit and the dopant excess offset each other, and its local decay exponent never exceeds about 0.9 in this contact. The mean donor spacing $N^{-1/3}$ is 100 nm, so a Gaussian description of the dopant part is doubtful at these depths.

The depletion edge matters less: in the depletion approximation it lowers the map's variance by 0.08 % at 40 nm and 0.6 % at 80 nm, and with the edge smeared by thermal electrons by about 0.10 % and 0.7 %. In a window of side 1 µm, the sampling spread of $\sigma$ at 40 nm is 7 %. If the window is periodic, subtracting its mean lowers the expected variance there by $8\pi(0.04)^2=4$ %; in a window cut from a larger map the reduction is about 3 %.

Mobile carriers would change $k$ in the decay factor to $\kappa=\sqrt{k^2+\ell^{-2}}$, where $\ell$ is a uniform screening length. Since $k\,dk=\kappa\,d\kappa$, the white-noise integral becomes

$$\int_{1/\ell}^\infty\kappa\,e^{-2\kappa z}d\kappa=\frac{(1+2z/\ell)\,e^{-2z/\ell}}{4z^2}
\simeq\frac1{4z^2}\left(1-\frac{2z^2}{\ell^2}\right).$$

With a gap of 1.12 eV and a valence-band density of states of $1.8\times10^{19}$ cm⁻³, the screening length at the mean barrier is 8.5 µm at the interface and 19 µm at 40 nm. Values of that density in use for silicon run from about $1.0$ to $3.1\times10^{19}$ cm⁻³; they move the first length between 11 and 6.5 µm and scale the hole densities below in proportion. Even the shortest of these lengths changes the variance at 40 nm by less than 0.01 %. This refers to the mean barrier: averaged over Gaussian patch values, the hole density at the interface is larger by $e^{s^2/2(kT)^2}\approx120$, which corresponds to a length near 0.8 µm, and would change the variance at 40 nm by about 0.5 % if it persisted at all depths. High patches attract holes: at a barrier two deviations above the mean, with holes in equilibrium with the metal, their density at the interface is $1.1\times10^{14}$ cm⁻³, or 11 % of the donors. It would equal the donor density at a barrier higher by a further $kT\ln(10/1.13)=56$ meV, using $kT=25.85$ meV. Under such patches the mobile charge is no longer small against the doping. With $kT$ in eV, the screening length at a hole density equal to $N$ is still $\sqrt{kT/[(q/\varepsilon)N]}=129$ nm, several patch sides, so the potential within a patch side of the metal changes little.

### What the law does not say about the current

In a laterally uniform contact, the barrier that limits emission lies close to the metal. An electron's image energy is $-(q/\varepsilon)/(16\pi z)$ in eV, and the interface field $F$ adds $-Fz$. Their sum is largest where

$$\frac{q/\varepsilon}{16\pi z^2}=F,\qquad z_m=\sqrt{\frac{q/\varepsilon}{16\pi F}}.$$

Both terms equal $-Fz_m$ there, so the lowering is $2Fz_m$. Here $F=10.9$ kV/cm, $z_m=5.3$ nm and the lowering is 11.6 meV. This depth is about a quarter of a patch side. The law gives 60 meV there and the patch sum 39.5 meV, so the law is too large by about half.

It is tempting to turn these widths into a current at fixed depth. Assume that the energy at depth $z_m$ is Gaussian with deviation $\sigma$ and that each lateral point emits independently in proportion to $e^{-V/kT}$. Completing the square gives $\langle e^{-V/kT}\rangle=e^{\sigma^2/2(kT)^2}$, which lowers the effective barrier by $\sigma^2/2kT$. The patch value gives $39.5^2/(2\times25.85)=30$ meV and the law 70 meV. Neither number is a prediction for this contact, because the estimate holds $z_m$ fixed. The patches add fields of order $s/a=40$ kV/cm, about four times $F$. Over a sufficiently low patch the field at the metal is reversed, and the band edge rises with depth until the influence of the patch has faded. The maximum then lies at a depth comparable with the patch side, where the fluctuation is weaker. This effect is called pinch-off, and it makes the true lowering much smaller than the fixed-depth value. A transport calculation must therefore find the maximum of the resolved potential.

Tunnelling from the bottom of the bulk band through the mean depletion barrier is negligible in this example. With effective mass $m$ and $E_b$ in joules, the semiclassical exponent at the bottom of the bulk band is

$$\frac2\hbar\int_0^W\sqrt{2mE_b}\left(1-\frac zW\right)dz=\frac{\sqrt{2mE_b}\,W}\hbar=\frac{E_b}{E_{00}},\qquad
E_{00}=\frac{\hbar q}2\sqrt{\frac N{m\varepsilon}},$$

where $W=\sqrt{2\varepsilon E_b/(q^2N)}$ was used. For $m=0.26$ electron masses, an average over the conduction valleys of silicon, $E_{00}=0.34$ meV, far below $kT$, so the thermal factor $e^{-E_b/kT}$ is much the larger. This comparison does not cover electrons just below the top of the barrier, where the remaining barrier is thin and low.

### Relation to real contacts

Silicide films on silicon are often polycrystalline, with grains of roughly tens of nanometres, and barriers near 0.6 to 0.7 eV on n-type material are typical rough values. The patch deviation is less certain and depends on the interface; $\sigma$ scales linearly with it at fixed patch size. The doping represents a lightly doped diode. Source and drain contacts of modern transistors are doped many orders of magnitude more heavily, and these numbers do not describe them. With $S$ fixed and the factor $1-z/W$ neglected, $N=10^{17}$ cm⁻³ already brings the crossing depth to about 17 nm, comparable with the patch side, so no useful interval remains.

Real films also break the assumption of equal patches. For an exponential distribution of grain areas with the same mean area, the law at 40 nm rises from 8.0 to 11.3 meV. Discrete doping moves the deeper values more: at 160 nm it raises the total from 2.0 to 5.2 meV. For equal, independent patches as in this example, the patches should be resolved down to about two patch sides. Below that depth, and well before the depletion edge, the law gives the standard deviation of the map's part, to which the dopant variance must be added. A calculation that needs the lateral structure must also keep the correlation over distances of about $2z$. The numerical output lists the values to more digits.

## Calculated quantities

```
Lattice sigma/law at 5 spacings: 1.0085
Lattice sigma/law at 10 spacings: 0.9973
Lattice decay exponent: 1.016
Lateral correlation at r=2z, lattice: 0.3456
Lateral correlation at r=2z, formula: 0.3536
Patch correction coefficient, sum: 0.1237
Decay exponent of map with S=0: 1.994
Edge coefficient at z/W=0.05, quadrature: 4.467
Edge coefficient at z/W=0.05, formula: 4.448
Edge coefficient at z/W=0.01, quadrature: 4.737
Edge coefficient, limit 4 zeta(3): 4.808
Variance spread, random maps: 0.1030
Variance spread, formula: 0.1108
Temperature: 300 K; kT: 25.85 meV
Mean barrier: 0.65 eV; gap: 1.12 eV
Patch deviation: 0.08 eV; patch side: 20 nm
Donor density: 1.0e+15 cm^-3; permittivity: 11.7
Masses (c, v, tunnel): 1.08, 0.81, 0.26 m_e
Noise strength S: 2.560 eV^2 nm^2
Law prefactor sqrt(S/8pi): 0.3192 eV nm
Band bending: 0.385 eV; W: 706 nm
z=10 nm: law 31.92, patches 26.64, dopants 1.37 meV
z=20 nm: law 15.96, patches 15.08, dopants 1.92 meV
z=40 nm: law 7.98, patches 7.86, dopants 2.68 meV
z=80 nm: law 3.99, patches 3.97, dopants 3.67 meV
z=160 nm: law 1.99, patches 1.99, dopants 4.85 meV
Dopant noise equals law at: 84.7 nm
Edge change of variance at 40 nm: -0.081 %
Edge change of variance at 80 nm: -0.595 %
Mobile screening length at 0 nm: 8.47 um
Mobile screening length at 40 nm: 18.89 um
Interface holes, barrier +2s: 1.13e+14 cm^-3
Interface field: 10.91 kV/cm
Image-force maximum at: 5.31 nm
Image-force lowering: 11.59 meV
Law at that depth: 60.1 meV
Patches at that depth: 39.5 meV
Tunnelling energy E00: 0.337 meV
Sigma spread, 1 um window, z=40 nm: 7.1 %
```
